# Why the massive-photon Sudakov form factor needs more than dimensional regularization

## The situation

A fast charged particle is deflected by a weak external current and exchanges one photon of mass $M$ with itself across the deflection. The momentum transfer $Q$ is much larger than $M$. The photon mass removes the infrared divergence, and charge conservation removes the ultraviolet one, so the correction is finite. Yet when it is split into a part from the scale $Q$ and a part from the scale $M$, the second part diverges in any dimension. Once it is given a meaning, it turns out to know about $Q$.

I use $\hbar=c=1$ and metric $(+,-,-,-)$. The fermion is massless, $p_1^2=p_2^2=0$, and $Q^2=-(p_1-p_2)^2=2p_1\cdot p_2>0$. The vertex is $F\gamma^\mu$ with $F=1+\frac{\alpha}{4\pi}f$. The photon propagator is $-ig_{\alpha\beta}/(k^2-M^2)$; its $k_\alpha k_\beta$ terms cancel between the vertex and the external legs, because the current is conserved. All results are for one loop, and the expansions for $Q\gg M$ keep only the leading power in $M^2/Q^2$. Let

$$L=\ln\frac{Q^2}{M^2},\quad L_h=\ln\frac{Q^2}{\mu^2},\quad l=\ln\frac{M^2}{\mu^2},\quad L=L_h-l .$$

## The whole correction

In $d=4-2\epsilon$, with $\int[dk]=\int d^dk/(i\pi^{d/2})$, the vertex contributes to $f$

$$V\gamma^\mu=\int[dk]\frac{\gamma^\alpha(\not p_2+\not k)\gamma^\mu(\not p_1+\not k)\gamma_\alpha}{(k^2-M^2)(k+p_1)^2(k+p_2)^2}.$$

A factor $(\mu^2e^{\gamma})^\epsilon$, with $\gamma$ Euler's constant, is restored when poles are subtracted. Let $x,y$ be the Feynman parameters of $(k+p_1)^2,(k+p_2)^2$, and $z=1-x-y$ that of the photon. With $\ell=k+xp_1+yp_2$ the combined denominator is $(\ell^2-\Delta)^3$, where

$$\Delta=zM^2+xyQ^2 .$$

For the numerator use $\gamma^\alpha\not a\gamma^\mu\not b\gamma_\alpha=-2\not b\gamma^\mu\not a+2\epsilon\not a\gamma^\mu\not b$. Without $\ell$, $a=(1-y)p_2-xp_1$ and $b=(1-x)p_1-yp_2$. The spinors obey $\not p_1u=0$ and $\bar u\not p_2=0$, so

$$\bar u\not p_1\gamma^\mu\not p_2u=\bar u(2p_2^\mu\not p_1-\not p_1\not p_2\gamma^\mu)u=-Q^2\bar u\gamma^\mu u .$$

This part of the numerator is therefore $Q^2[2(1-x)(1-y)-2\epsilon xy]$. The part quadratic in $\ell$ averages to $(d-2)^2\ell^2/d$. The standard integrals

$$\int\frac{[d\ell]}{(\ell^2-\Delta)^3}=-\frac{\Gamma(1+\epsilon)}{2\Delta^{1+\epsilon}},\qquad \int\frac{[d\ell]\,\ell^2}{(\ell^2-\Delta)^3}=\frac d4\frac{\Gamma(\epsilon)}{\Delta^{\epsilon}}$$

and the factor 2 from Feynman's formula give

$$V=\int dxdy\left\{\frac{2(1-\epsilon)^2\Gamma(\epsilon)}{\Delta^{\epsilon}}-\frac{\Gamma(1+\epsilon)Q^2[2(1-x)(1-y)-2\epsilon xy]}{\Delta^{1+\epsilon}}\right\}.$$

The self-energy, in units of $\alpha/4\pi$, is $(2-d)\Gamma(\epsilon)\not p\int_0^1dx(1-x)[(1-x)M^2]^{-\epsilon}$ at $p^2=0$. The two external legs together add its coefficient of $\not p$:

$$\delta Z=-\frac{2(1-\epsilon)}{2-\epsilon}\Gamma(\epsilon)M^{-2\epsilon}.$$

Since $\int dxdy\,z^{-\epsilon}=1/[(1-\epsilon)(2-\epsilon)]$, this is minus the first term of $V$ with $\Delta\to zM^2$. The ultraviolet poles cancel and $\epsilon$ can go to zero:

$$f=\int dxdy\left\{-2\ln\frac{\Delta}{zM^2}-\frac{2Q^2(1-x)(1-y)}{\Delta}\right\}.$$

No regulator is left. For $Q\gg M$ the logarithm gives $-L+\frac32$, because $\Delta\to xyQ^2$, the triangle has area $\frac12$, and $\ln x$, $\ln y$, $\ln z$ each integrate to $-\frac34$. In the second term, with $r=M^2/Q^2$, the $y$ integral is

$$Q^2\int_0^{1-x}\frac{dy}{\Delta}=\frac{\ln(x/r)}{x-r}.$$

Put $x=rt$. The range $0<t<1$ gives $\pi^2/6$. For $t>1$ write $\frac1{t-1}=\frac1t+\frac1{t(t-1)}$, which gives $\frac12L^2+\frac{\pi^2}6$. An extra factor $x$ or $y$ gives $L-1$, and a factor $xy$ gives $\frac12$. Hence

$$f\to-L+\tfrac32-2\left[\tfrac12L^2+\tfrac{\pi^2}3-2(L-1)+\tfrac12\right]=-L^2+3L-\tfrac72-\tfrac{2\pi^2}3 .$$

## First contribution: the scale $Q$

For $k\sim Q$ set $M=0$, so $\Delta=xyQ^2$ and $\delta Z$ is scaleless and vanishes. The integrals are

$$\int dxdy\,x^{m-1}y^{n-1}=\frac{\Gamma(m)\Gamma(n)}{\Gamma(m+n+1)} .$$

With $g=\Gamma(1-\epsilon)^2/\Gamma(1-2\epsilon)$ they combine to

$$H=\frac{\Gamma(1+\epsilon)g}{Q^{2\epsilon}}\left\{\frac{1-\epsilon}{\epsilon(1-2\epsilon)}-\frac2{\epsilon^2}-\frac4{\epsilon(1-2\epsilon)}-\frac1{1-2\epsilon}\right\}.$$

The brace is $-2/\epsilon^2-3/\epsilon-8+O(\epsilon)$. The prefactor times $(\mu^2e^\gamma)^\epsilon$ is $e^{-\epsilon L_h}(1-\pi^2\epsilon^2/12+\dots)$. Therefore

$$H=-\frac2{\epsilon^2}+\frac{2L_h-3}\epsilon-L_h^2+3L_h-8+\frac{\pi^2}6 .$$

Dimensional regularization suffices here.

## Second contribution: a photon along $p_1$

Now let $k$ be nearly parallel to $p_1$ with $k^2\sim M^2$. Then $(k+p_2)^2\to2k\cdot p_2$, which is of order $Q^2$. A linear denominator $B$ is joined to the other two by

$$\frac1{A^2B}=\int_0^\infty\frac{2\,dy}{(A+yB)^3},\qquad A=x(k+p_1)^2+(1-x)(k^2-M^2).$$

Completing the square gives $\Delta=(1-x)M^2+xyQ^2$, with $y$ running to infinity. At leading power the numerator is $2Q^2(1-x)$; the $\ell^2$ term lacks the factor $Q^2$ and is suppressed. The contribution is

$$C_1=-2\Gamma(1+\epsilon)Q^2\int_0^1dx(1-x)\int_0^\infty\frac{dy}{\Delta^{1+\epsilon}}=-\frac{2\Gamma(\epsilon)}{M^{2\epsilon}}\int_0^1dx\frac{(1-x)^{1-\epsilon}}x .$$

Two facts stand out: $Q$ has cancelled, and the integral diverges at $x\to0$ for every $\epsilon$.

The variable $x$ is the fraction of $p_1$ carried by the photon. Define $\xi=-k\cdot p_2/p_1\cdot p_2=x-\ell\cdot p_2/p_1\cdot p_2$. Powers of $\ell\cdot p_2$ integrate to powers of $p_2^2=0$, so every moment of $\xi$ equals that of $x$. The factor $dx/x$ is then uniform in $\ln x$, that is, in photon rapidity. Changing the dimension alters the exponent at $x\to1$ and leaves this uniform distribution alone.

The unexpanded vertex does not diverge. There $\Delta=(1-x-y)M^2+xyQ^2$, and at fixed $\epsilon$ the relevant $y$ scales as $M^2/(xQ^2)$. Since $y<1$, the growth must stop at an $x$ proportional to $M^2/Q^2$. The integrand falls only as $y^{-1-\epsilon}$, so the factor of proportionality rises steeply for small $\epsilon$: the density is down to half the collinear value at about $6M^2/Q^2$ for $\epsilon=0.5$, but already at about $3000M^2/Q^2$ for $\epsilon=0.1$. Extending $y$ to infinity removed this limit.

To see it in numbers, take $\epsilon=0.5$, $M=1$ and $Q^2=10^8$, and integrate $2xQ^2(1-x)(1-y)\Delta^{-1-\epsilon}$ over $y$ numerically. In the collinear version $1-y$ is replaced by 1 and $y$ runs to infinity.

- At $x=10^{-3}$: collinear 3.998, unexpanded 3.973.
- At $x=10^{-7}$: collinear 4.000, unexpanded 2.309.
- At $x=10^{-11}$: collinear 4.000, unexpanded 0.004.

The collinear plateau continues to arbitrarily small $x$, while the true one has dropped to half its height near $x=6\times10^{-8}$.

## Third contribution: a photon along $p_2$

Exchanging $x$ and $y$ gives $C_2$, with the same divergence at $y\to0$ and again no $Q$. Neither integral has a value, so their apparent independence of $Q$ proves nothing about their sum.

An analytic regulator can give them values. The one used here, which changes the powers of the fermion propagators, must treat the two directions differently. Multiply the integrand by $[\nu^2/(-(k+p_1)^2)]^a[\nu^2/(-(k+p_2)^2)]^b$. This raises the two fermion propagators to powers $1+a$ and $1+b$, and the minus signs avoid a phase. This inserts $\nu^{2(a+b)}x^ay^b/[\Gamma(1+a)\Gamma(1+b)]$ and changes $\epsilon$ to $\epsilon+a+b$ in $\Gamma(1+\epsilon)\Delta^{-1-\epsilon}$. For $b=0$ the $y$ integral in the first region now gives

$$C_1=-\frac{2\nu^{2a}}{M^{2\epsilon+2a}}\frac{\Gamma(\epsilon+a)}{\Gamma(1+a)}\int_0^1dx\,x^{a-1}(1-x)^{1-\epsilon-a},$$

which converges at $x\to0$ for $a>0$. In the second region $x$ runs to infinity, and

$$\int_0^\infty\frac{dx\,x^a}{[(1-y)M^2+xyQ^2]^{1+\epsilon+a}}=\frac{\Gamma(1+a)\Gamma(\epsilon)}{\Gamma(1+\epsilon+a)}\frac{[(1-y)M^2]^{-\epsilon}}{(yQ^2)^{1+a}},$$

$$C_2=-2\left(\frac{\nu^2}{Q^2}\right)^a\frac{\Gamma(\epsilon)}{M^{2\epsilon}}\int_0^1dy\,y^{-1-a}(1-y)^{1-\epsilon},$$

which needs $a<0$. No common $a$ serves both, so each is continued analytically. The asymmetry has a simple source: the modified factor $(k+p_1)^2$ is of order $M^2$ for a photon along $p_1$, but of order $Q^2$ for one along $p_2$.

Evaluate the Beta functions and expand at fixed $\epsilon$, with $\psi=\Gamma'/\Gamma$:

$$C_1=-\frac{2\Gamma(\epsilon)}{M^{2\epsilon}}\left[\frac1a+\ln\frac{\nu^2}{M^2}+\psi(\epsilon)-\psi(2-\epsilon)\right],$$

$$C_2=-\frac{2\Gamma(\epsilon)}{M^{2\epsilon}}\left[-\frac1a-\ln\frac{\nu^2}{Q^2}-\gamma-\psi(2-\epsilon)\right].$$

The poles and $\nu$ cancel, but the logarithms have different partners:

$$C_1+C_2=-\frac{2\Gamma(\epsilon)}{M^{2\epsilon}}\left[L+\psi(\epsilon)-\gamma-2\psi(2-\epsilon)\right].$$

This $L$ is the collinear anomaly. At fixed $\epsilon>0$ and large $Q$, up to a constant that does not grow with $Q$, it is the length of the rapidity plateau, $\int_{M^2/Q^2}^1dx/x$, which neither region could see.

The two integrals, continued in $a$ but not expanded in it, show the cancellation at $\epsilon=0.1$, $Q=100M$, $\nu=M=1$:

- $a=0.01$: $C_1=-1716.5$, $C_2=1751.6$, sum $35.2$.
- $a=0.001$: $C_1=-18824.0$, $C_2=18870.2$, sum $46.2$.
- $a=-0.001$: $C_1=19234.2$, $C_2=-19185.2$, sum $49.1$.
- Limit $a\to0$: sum $47.6$.

At $a=0.1$ the sum is $-5.3$, which even has the wrong sign. The regulator $a$ has to vanish first, and $\epsilon$ afterwards: for small $a$ and $\epsilon$ the leading poles are $C_1\approx-2/[a(\epsilon+a)]$ and $C_2\approx2/(a\epsilon)$, whose sum $2/[\epsilon(\epsilon+a)]$ misses the $2/\epsilon^2$ needed to cancel $H$ by about $-2a/\epsilon^3$.

**A regulator that fails.** For general $b$ the $y$ integral in $C_1$ leaves $x^{a-b-1}$. Equal powers, $a=b$, restore $dx/x$. The soft region, where all components of $k$ are of order $M$, has $\Delta=M^2+xyQ^2$ with both parameters unbounded. Setting $y=w/x$ factors out $\int_0^\infty dx\,x^{a-b-1}$, which is scaleless and zero by continuation for $a\ne b$, but undefined for $a=b$.

An analytic regulator is thus a convenient choice. What the expanded integrals require is some control of rapidity beyond the change of dimension.

## The low-energy part assembled

Restore $(\mu^2e^\gamma)^\epsilon$. The prefactor and the bracket of $C_1+C_2$ become

$$-2\left[\frac1\epsilon-l+\epsilon\left(\frac{l^2}2+\frac{\pi^2}{12}\right)\right]\left[L-\frac1\epsilon-2+\epsilon\left(\frac{\pi^2}2-2\right)\right].$$

Multiply out and use $L=L_h-l$. Adding $\delta Z=-1/\epsilon+l+\frac12$ gives

$$\frac2{\epsilon^2}+\frac{3-2L_h}\epsilon+2lL_h-l^2-3l+\frac92-\frac{5\pi^2}6 .$$

The poles are opposite to those of $H$, and the finite parts add up to the earlier $f$.

That the low-energy part must depend on $Q$ can be seen without any analytic regulator. The derivative of the finite part of $H$ with respect to $\ln\mu^2$ is $2L_h-3$. Since $f$ does not depend on $\mu$, the low-energy part must supply $-2L_h+3$, and a function of $M$ and $\mu$ alone cannot do so. At $\mu=M$ the term vanishes from the finite part, but $L_h$ remains in the subtracted pole.

## Weighing the parts

Take $Q=100M$ and $\mu=10M$, so $L_h=4.605$ and $l=-4.605$.

- Hard part: $-21.208+13.816-8+1.645=-13.747$.
- Anomaly: $2lL_h=-42.415$.
- Rest of the low-energy part: $-21.208+13.816+4.5-8.225=-11.117$.

The sum is $f=-67.279$. The term $2lL_h$ is about 63% of it here, but this share depends on $\mu$ and on writing the logarithm of $Q$ as $L_h$ rather than $L$. The sum depends on neither.

Numerical quadrature of the unexpanded two-dimensional integral gives $-67.260$. The difference of 0.019 is 0.03% of $f$. It comes from the neglected power corrections, the largest of which is $2L^2M^2/Q^2=0.017$. With $\alpha/4\pi=5.807\times10^{-4}$ the one-loop correction is $F-1=-0.039$, so $F\approx0.96$.

The anomaly can also be read off without the collinear formulas. Subtract the finite hard part from the quadrature value of $f$ at $Q^2=10^6M^2$ and $10^8M^2$, keeping $\mu=10M$. The slope in $\ln Q^2$ is $-9.210$, equal to $2l$ at this precision. For $\mu=2M$ it is $-2.773$, again $2l$.

The one-loop result is useful while $\alpha L^2/4\pi$ is small. It fails for $M\to0$ at fixed $Q$, where $L$ grows without bound. It also assumes a fermion mass $m\ll M$: a mass adds $(x+y)^2m^2$ to $\Delta$, so a real electron with a vanishing photon mass is a different regime with different logarithms. For $Q\sim M$ the expansion into regions has no small parameter, and the unexpanded integral for $f$ must be used instead.

Numbers in the example were calculated in double precision.
